# Instantaneous Carrier Blue Shift of Short Pulses in Silicon Waveguides

## Definitions and conventions

A pulse travels along \(z\) through a silicon guide of length \(L\). Its field is

\[
E(z,t_{\rm lab})\propto \mathrm{Re}\left[A\,e^{i(kz-\omega_0 t_{\rm lab})}\right],\qquad A=\sqrt{I}\,e^{i\varphi},
\]

where \(I\) is the intensity and \(\varphi\) the slowly varying phase. The time used below is the retarded time \(t=t_{\rm lab}-z/v_g\), which moves with the pulse at its group velocity \(v_g\). At a fixed position, \(\partial/\partial t_{\rm lab}=\partial/\partial t\), so rate equations for carriers that stay where they are created keep their form.

The total phase is \(kz-\omega_0t_{\rm lab}+\varphi\), and the instantaneous angular frequency is minus its time derivative:

\[
\omega(t)=\omega_0+\delta\omega(t),\qquad \delta\omega=-\frac{\partial\varphi}{\partial t}.
\]

A positive \(\delta\omega\) is a blue shift. With the opposite convention, \(e^{+i\omega_0t}\), the sign of \(\varphi\) changes and the physical shift does not.

The other symbols are:

- \(k_0=\omega_0/c=2\pi/\lambda\), the vacuum wavenumber.
- \(\beta\), the two-photon absorption (TPA) coefficient.
- \(N\), the density of electron–hole pairs, and \(\tau\), their lifetime.
- \(\kappa>0\), the index decrease per unit pair density, so that \(\Delta n=-\kappa N\).
- \(I_{\rm in}(t)\) and \(I_{\rm out}(t)\), the intensities at the two ends.

The pulse enters with \(\varphi=0\). The derivation treats the mode as a plane wave of uniform intensity and omits dispersion, linear loss and absorption by free carriers. These omissions are sized for the example below.

For a pulse much shorter than \(\tau\), and for \(\beta I_{\rm in}L\ll1\), the carrier contribution to the frequency is

\[
\boxed{\;\delta\omega(t)=\frac{k_0\kappa\beta L}{2\hbar\omega_0}\,I^2(t)\;}
\]

It is one part of the total shift. The Kerr effect adds another, treated separately below.

## Generation of carriers

TPA removes intensity at the rate

\[
\frac{\partial I}{\partial z}=-\beta I^2 .
\]

The power lost per unit volume is therefore \(\beta I^2\). Each pair costs two photons, that is, an energy \(2\hbar\omega_0\), so pairs appear at the rate

\[
G=\frac{\beta I^2}{2\hbar\omega_0},\qquad
\frac{\partial N}{\partial t}=G-\frac{N}{\tau}.
\]

If recombination during the pulse is neglected and no carriers precede it,

\[
N(z,t)=\int_{-\infty}^{t}G(z,t')\,dt' .
\]

The density, and with it the index, remembers the whole earlier part of the pulse. Its time derivative is \(G(z,t)\), which depends on the present intensity alone.

## Index change caused by a carrier pair

A carrier of charge \(q\) and effective mass \(m\) in a field \(E_0\cos\omega_0t\) obeys, between collisions,

\[
m\ddot x=qE_0\cos\omega_0t .
\]

The oscillating solution is \(x=-(qE_0/m\omega_0^2)\cos\omega_0t\). A carrier born at rest also has a constant drift velocity set by the optical phase at its birth. That drift does not oscillate at \(\omega_0\), and it averages to zero when births are spread evenly over the cycle, as the cycle-averaged rate \(G\) assumes.

The dipole moment per carrier is \(qx\). Since it contains \(q^2=e^2\), electrons and holes contribute with the same sign. Dividing the polarization by \(\varepsilon_0E_0\cos\omega_0t\) gives the change in relative permittivity:

\[
\Delta\varepsilon=-\frac{Ne^2}{\varepsilon_0\omega_0^2}\left(\frac1{m_e}+\frac1{m_h}\right).
\]

From \((n+\Delta n)^2=n^2+\Delta\varepsilon\), with \(|\Delta n|\ll n\), one has \(\Delta n=\Delta\varepsilon/2n\). Hence

\[
\kappa=\frac{e^2}{2n\varepsilon_0\omega_0^2}\left(\frac1{m_e}+\frac1{m_h}\right).
\]

This Drude result needs a collision time much longer than \(1/\omega_0\). Integrating the equation of motion with a collision time of 0.1 ps, at a density of \(10^{17}\ \mathrm{cm^{-3}}\), reproduced this \(\Delta n\) within 0.2%.

## From index to frequency

The index change advances or retards the phase at the rate

\[
\frac{\partial\varphi}{\partial z}=k_0\Delta n=-k_0\kappa N .
\]

Differentiate with respect to time, reverse the sign, and exchange the order of the derivatives:

\[
\frac{\partial\,\delta\omega}{\partial z}
=-\frac{\partial}{\partial t}\frac{\partial\varphi}{\partial z}
=k_0\kappa\frac{\partial N}{\partial t}
=\frac{k_0\kappa\beta}{2\hbar\omega_0}\,I^2(z,t).
\]

This is the local square law. Three signs fix the direction of the shift: carriers lower the index, their density grows, and frequency is minus the time derivative of phase. If depletion is weak, \(I(z,t)\simeq I_{\rm in}(t)\), and integration over \(L\) gives the boxed result.

The same shift follows from the motion of wave crests. In a medium whose phase and group velocities are equal, a crest obeys \(dt_{\rm lab}/dz=n(z,t_{\rm lab})/c\). Two neighbouring crests separated by a time \(P\) then satisfy

\[
\frac{dP}{dz}=\frac{P}{c}\frac{\partial n}{\partial t_{\rm lab}}=-\frac{P}{c}\,\kappa G .
\]

The later crest meets a lower index and travels faster, so the spacing shrinks. Since \(\omega=2\pi/P\), a small shift obeys \(\delta\omega/\omega_0=L\kappa G/c\), which is the earlier result because \(k_0=\omega_0/c\). Tracing pairs of crests numerically through the index of an undepleted Gaussian pulse, at its centre and on both flanks, gave the same shift within 0.3%.

## Depletion by two-photon absorption

Over a finite length the intensity falls. Dividing \(\partial I/\partial z=-\beta I^2\) by \(-I^2\) gives \(\partial(1/I)/\partial z=\beta\), so

\[
I(z,t)=\frac{I_{\rm in}(t)}{1+\beta I_{\rm in}(t)z}.
\]

The integral needed for the shift is

\[
\int_0^L I^2dz
=I_{\rm in}^2\int_0^L\frac{dz}{(1+\beta I_{\rm in}z)^2}
=\frac{I_{\rm in}}{\beta}\left(1-\frac1{1+\beta I_{\rm in}L}\right)
=\frac{L I_{\rm in}^2}{1+\beta I_{\rm in}L}.
\]

The last form is \(L I_{\rm in}I_{\rm out}\). Therefore

\[
\delta\omega(t)=\frac{k_0\kappa\beta L}{2\hbar\omega_0}\,I_{\rm in}(t)I_{\rm out}(t)
=\frac{k_0\kappa}{2\hbar\omega_0}\left[I_{\rm in}(t)-I_{\rm out}(t)\right].
\]

The second form follows from \(\beta\int I^2dz=I_{\rm in}-I_{\rm out}\). It says that the shift measures the rate at which pairs are created per unit area along the whole guide.

The shift remains instantaneous, but it is no longer a pure square. Let \(x=\beta I_{\rm in}L\). Because \(\ln\delta\omega=2\ln I_{\rm in}-\ln(1+x)+\text{constant}\), the local exponent is

\[
\frac{d\ln\delta\omega}{d\ln I_{\rm in}}=2-\frac{x}{1+x}.
\]

It tends to 2 for small \(x\) and to 1 for large \(x\). In the second limit almost all the light is absorbed, and the shift approaches \(k_0\kappa I_{\rm in}/(2\hbar\omega_0)\), independent of \(L\) within this model. Free-carrier absorption may have become important before that limit is reached.

## Finite carrier lifetime

For a weakly depleted pulse, restoring recombination gives

\[
\delta\omega=k_0\kappa L\left(G-\frac N\tau\right).
\]

Define the effective duration \(T_2=\int I^2dt/I_0^2\), where \(I_0\) is the peak intensity, and let \(G_0\) be the peak generation rate. Recombination can only reduce the density, so \(N\le\int G\,dt=G_0T_2\). The error of the square law, relative to the peak shift \(k_0\kappa LG_0\), is then bounded by

\[
\frac{N}{\tau G_0}\le\frac{T_2}{\tau}.
\]

For \(I=I_0e^{-t^2/T_0^2}\), the integral of \(e^{-2t^2/T_0^2}\) gives \(T_2=T_0\sqrt{\pi/2}\).

A small error relative to the peak does not mean a small relative error at every time. In the far tail \(G\) vanishes while \(N/\tau\) persists, and the shift becomes weakly red. With \(N\simeq G_0T_2\), the change of sign occurs when \(e^{-2t^2/T_0^2}=T_2/\tau\), or

\[
t_{\rm r}\simeq T_0\sqrt{\tfrac12\ln(\tau/T_2)} .
\]

In the opposite limit, a pulse much longer than \(\tau\), the density follows the generation rate: \(N\simeq\tau G\). The shift is then proportional to \(\partial N/\partial t\simeq\tau\,\partial G/\partial t\propto 2\tau I\,\partial I/\partial t\), which is blue on the rising edge and red on the falling edge. The short-pulse condition is therefore essential to the square law.

Carriers left by earlier pulses, with density \(N_b\), add \(-N_b/\tau\) to the rate. Their recombination has little effect near the peak if \(N_b\ll\tau G_0\). They also absorb light, which is negligible only if \(\sigma N_bL\ll1\), where \(\sigma\) is the free-carrier absorption cross-section. In the example below the second condition is much stricter: with this absorption included, residual carriers at only 1% of \(\tau G_0\) lower the peak shift by about 18%.

## Kerr shift and spectral centroid

With a Kerr index \(n_2I\), the phase obeys \(\partial\varphi/\partial z=k_0(n_2I-\kappa N)\). The Kerr part integrates to

\[
\varphi_K=k_0n_2\int_0^LI\,dz=\frac{k_0n_2}{\beta}\ln(1+\beta I_{\rm in}L),
\]

and its frequency shift is

\[
\delta\omega_K=-\frac{\partial\varphi_K}{\partial t}
=-\frac{k_0n_2L}{1+\beta I_{\rm in}L}\frac{dI_{\rm in}}{dt}.
\]

For \(n_2>0\) this is red on the rising edge, zero at the peak and blue on the falling edge. The carrier shift can thus be read at the peak without a Kerr correction, as long as free-carrier absorption has not distorted the pulse.

To compare the two effects for a weakly depleted Gaussian, note that \(|dI/dt|\) is largest at \(t=\pm T_0/\sqrt2\), where it equals \(\sqrt2\,e^{-1/2}I_0/T_0\). The ratio of the peak carrier shift to the largest Kerr shift is

\[
R=\frac{\kappa\beta I_0T_0\,e^{1/2}}{2\sqrt2\,\hbar\omega_0n_2}.
\]

It grows with the product of intensity and duration. Short, weak pulses are dominated by the Kerr shift.

A spectrometer can determine the mean frequency. The component \(e^{-i\Omega t}\) of \(A\) has offset \(\Omega\), so the power-weighted mean offset is

\[
\bar\Omega=\frac{\int A^*\,i\,\partial_tA\,dt}{\int|A|^2dt}.
\]

At the output, \(A^*i\partial_tA=\tfrac i2\partial_tI_{\rm out}-I_{\rm out}\partial_t\varphi\). The first term integrates to zero for a pulse that vanishes at both ends, leaving

\[
\bar\Omega=\frac{\int I_{\rm out}\,\delta\omega_{\rm total}\,dt}{\int I_{\rm out}\,dt}.
\]

The Kerr contribution to the numerator is \(-k_0n_2L\int I_{\rm in}(dI_{\rm in}/dt)(1+\beta I_{\rm in}L)^{-2}dt\). Its integrand is the time derivative of a function of \(I_{\rm in}\), so it vanishes for any such pulse shape. Without free-carrier absorption, the centroid therefore moves only through the carrier term. With that absorption, the pulse is reshaped as it travels and the Kerr effect can also move the centroid, by about \(-0.2\) GHz in the example below. For a weak Gaussian,

\[
\frac{\bar\Omega}{\delta\omega(0)}=\frac{\int e^{-3t^2/T_0^2}dt}{\int e^{-t^2/T_0^2}dt}=\frac1{\sqrt3}.
\]

## Worked example

Take a 10 ps (FWHM) Gaussian pulse at 1550 nm, with \(I_0=2\ \mathrm{GW/cm^2}\), in a 2 mm rib guide of mode area \(5\ \mathrm{\mu m^2}\). The peak power is 100 W. Rough typical silicon values are \(n=3.48\), \(\beta=0.5\ \mathrm{cm/GW}\), \(n_2=4.5\times10^{-14}\ \mathrm{cm^2/W}\) and \(\tau=1\) ns. The conductivity masses are \(0.258\,m_0\) for electrons and \(0.37\,m_0\) for holes, which give \(\kappa=2.04\times10^{-21}\ \mathrm{cm^3}\).

The photon energy is 0.800 eV, so a pair costs \(2.56\times10^{-19}\) J. At the entrance,

\[
G_0=\frac{(0.5\times10^{-9})(2\times10^9)^2}{2.56\times10^{-19}}\ \mathrm{cm^{-3}s^{-1}}
=7.8\times10^{15}\ \mathrm{cm^{-3}ps^{-1}}.
\]

With \(T_0=6.01\) ps and \(T_2=7.53\) ps, the final density is \(G_0T_2=5.9\times10^{16}\ \mathrm{cm^{-3}}\), and the final index change is \(-1.2\times10^{-4}\).

Dividing the angular shift by \(2\pi\) gives the convenient form \(\delta\nu=(L/\lambda)\kappa G\). Without depletion,

\[
\delta\nu(0)=\frac{0.2}{1.55\times10^{-4}}\,(2.04\times10^{-21})(7.8\times10^{27})\ \mathrm{Hz}\simeq20.5\ \mathrm{GHz}.
\]

Here \(x=\beta I_0L=0.2\), so depletion reduces the peak shift to \(20.5/1.2=17.1\) GHz. The wavelength change is \(-\lambda^2\delta\nu/c=-0.137\) nm. At both half-maximum times the shift is 4.66 GHz, or 0.27 of the peak value. A pure square would give 0.25; the difference comes from weaker depletion on the flanks. The local exponent at the peak is 1.83.

The input spectrum is 44 GHz wide, so the shift does not produce a separate line. The computed centroid, with carriers and Kerr effect included, moves by 9.8 GHz. The largest Kerr shift is 14.8 GHz, comparable with the carrier shift. Together they run from \(-10.7\) to \(+24.0\) GHz over the part of the pulse above 1% of peak input intensity.

These formulas were tested against numerical propagation of the complex field. For the Gaussian and for an asymmetric pulse with a second, smaller hump, the carrier shift agreed point by point within 0.3% wherever the input exceeded 3% of \(I_0\). The centroid agreed to the same relative accuracy. With the asymmetric pulse weakened a hundredfold, a fit of shift against intensity gave the exponent 1.999.

The lifetime bound is \(T_2/\tau=0.0075\), and the largest error found for a Gaussian of intensity \(I_0/100\) was 0.0075 of the peak shift. Shortening \(\tau\) to 10 ps, with the pulse unchanged, raised it to 0.45. For \(\tau=1\) ns and no diffusion, the local shift rate at the entrance turns red 9.4 ps after the peak, where the intensity is 0.09 of its maximum.

## Size of the omitted effects

With a free-carrier absorption cross-section of \(1.45\times10^{-17}\ \mathrm{cm^2}\), the shift at \(t=0\) falls from 17.1 to 16.0 GHz. This cross-section is a separate input: it is about ten times the Drude value for a collision time of 0.1 ps. This absorption depends on the accumulated density, so it also breaks strict instantaneity. A linear loss of 1 dB/cm, acting alone, lowers the shift to 16.4 GHz.

With both losses, the Kerr effect and the finite lifetime included, the shift at \(t=0\) is 16.2 GHz and the centroid shift is 8.6 GHz. The first value exceeds that with carrier absorption alone, because the Kerr term no longer vanishes at \(t=0\). With \(\sigma\) the absorption cross-section, carriers multiply the intensity at depth \(z\) by about \(e^{-\sigma Nz}\). Neglecting other losses, this gives \(\partial I/\partial t\simeq-\sigma G_0I_0z\) at \(t=0\). The Kerr shift \(-k_0n_2\int_0^L(\partial I/\partial t)\,dz\) is then \(k_0n_2\sigma G_0I_0L^2/2\), which is blue and, divided by \(2\pi\), equals about 1.3 GHz. Depletion lowers this estimate, but it has the sign and size needed to outweigh the 0.7 GHz removed by linear loss.

The mode profile matters more. Weighting the index change by the mode intensity replaces \(I^2\) by \(\int I^3dS/\int I\,dS\), where \(S\) is the cross-section. For a Gaussian mode with \(I=I_pe^{-2r^2/w^2}\), \(\int I^m dS=I_p^m\pi w^2/(2m)\). The area \((\int I\,dS)^2/\int I^2dS\) is \(\pi w^2\), and the power \(P\) gives \(I_p=2P/(\pi w^2)\). The weighted value is \(I_p^2/3\), which is \(4/3\) of the flat-mode value \((P/\pi w^2)^2\). Without depletion, the example's 20.5 GHz would become 27 GHz. Diffusion covers only about 0.13 µm during the pulse, but it carries pairs away from the centre of the mode and so acts like a shorter lifetime. For this Gaussian mode in unbounded silicon, with an ambipolar diffusivity of \(18\ \mathrm{cm^2/s}\), it lowers the undepleted shift by about 2% at the peak and 16% at the later half-maximum time. The shift then turns red about 7.6 ps after the peak, even without recombination. The walls of a real guide would change these numbers.

Several other effects are small here:

- The dispersion measure \(L|\beta_2|/T_0^2\) is \(5.5\times10^{-5}\), for a rough group-velocity dispersion \(\beta_2\) of magnitude \(1\ \mathrm{ps^2/m}\).
- Immediate conversion to lattice heat of the absorbed energy, apart from the gap energy still stored in the pairs, would raise the final index by about 1% of the carrier-induced decrease. Its share of the rate of index change, which sets the frequency shift, is larger on the falling flank: about 3% at the later half-maximum time, and more in the tail.
- The density is 0.2% of the conduction-band effective density of states at 300 K, so thermalized electrons are not degenerate.
- The optical field amplitude \(E_0\) is 0.66 MV/cm, but the quiver energy of an electron is only 0.5 meV. For excitation across a gap \(E_g\), the Keldysh parameter is \(\omega_0\sqrt{m_rE_g}/(eE_0)\), with \(1/m_r=1/m_e+1/m_h\). For \(E_g=1.12\) eV it is about 18, much larger than 1, so pairs are created in the multiphoton regime, not the tunnelling regime.

Carrier heating is less secure. Each pair starts with 0.48 eV above the gap. A pair present throughout the pulse would absorb on average \(\sigma I_0T_0\sqrt\pi\simeq1.9\) eV, with \(\sigma\) the cross-section above. The use of band-edge masses therefore assumes cooling during the pulse. Unequal valley filling is a further uncertainty. If all electrons occupied one valley, their inverse mass would be 0.28 or 1.36 times the average, for a field along its long or short axis. Electrons supply 59% of \(\kappa\), so \(\kappa\) would change by a factor of 0.58 or 1.21.

## Comparison with real silicon guides

The example lies in the regime of picosecond pulses in micrometre-scale silicon ribs. Its 100 W peak power is high for a communication signal; a submicrometre wire reaches the same intensity at much lower power, but needs a full vector-mode calculation. The assumption with the largest estimated effect is the Drude index change, both its size and its linearity in \(N\). The empirical Soref–Bennett law at 1550 nm, with densities in \(\mathrm{cm^{-3}}\), is

\[
\Delta n=-8.8\times10^{-22}N_e-8.5\times10^{-18}N_h^{0.8}.
\]

For equal electron and hole densities \(N\), its slope replaces \(\kappa\) by \(8.8\times10^{-22}+6.8\times10^{-18}N^{-0.2}\) in \(\mathrm{cm^3}\). At the entrance and at the pulse peak this is 2.1 times the Drude value. Integrated along the depleted guide, the law gives a shift of about 37 GHz at \(t=0\) instead of 17 GHz. The slope also falls from \(6.4\times10^{-21}\) to \(3.9\times10^{-21}\ \mathrm{cm^3}\) between the two half-maximum times. Equal intensities would then give local shifts differing by a factor of 1.6, larger on the rising edge. Under this law the blue shift persists, but it departs clearly from \(I^2\). When the intensity of the whole example pulse is scaled slightly, the shift at \(t=0\) follows a local exponent of about 1.53, against 1.83 for the Drude index with the same depletion. For quantitative design, \(\kappa\) should be calibrated at the working carrier density.

## Calculated quantities

```
wavelength: 1550 nm
photon energy: 0.7999 eV
refractive index: 3.48
TPA coefficient: 0.5 cm/GW
guide length: 2 mm
peak intensity: 2 GW/cm2
mode area: 5 um2
peak power: 100 W
pulse FWHM: 10 ps
Gaussian T0: 6.006 ps
T2: 7.527 ps
electron, hole mass: electron: 0.258 m0
hole mass: 0.37 m0
kappa (Drude): 2.035e-21 cm3
peak pair generation rate: 7.803e+15 cm-3 ps-1
final pair density at entrance: 5.873e+16 cm-3
final index change at entrance: -0.0001195
beta*I0*L: 0.2
peak shift, undepleted: 20.49 GHz
peak shift, depleted: 17.08 GHz
same as wavelength: -0.1369 nm
shift at -FWHM/2: 4.658 GHz
shift at +FWHM/2: 4.658 GHz
local exponent at peak: 1.833
fitted exponent, weak irregular pulse: 1.999
centroid shift, carriers + Kerr: 9.81 GHz
weak-pulse centroid/peak: 0.5773
input spectral FWHM: 44.13 GHz
Kerr index n2: 4.5e-14 cm2/W
largest Kerr shift: 14.84 GHz
carriers + Kerr, lowest: -10.69 GHz
carriers + Kerr, highest: 23.99 GHz
carrier lifetime: 1 ns
lifetime error/peak, long life: 0.007452
lifetime error bound T2/tau: 0.007527
lifetime error/peak, tau = FWHM: 0.4485
entrance shift rate turns red at: 9.4 ps
I/I0 at that time: 0.086
absorption cross-section: 1.45e-17 cm2
peak shift with carrier absorption: 15.98 GHz
peak shift with 1 dB/cm loss: 16.4 GHz
all effects, shift at t=0: 16.17 GHz
all effects, centroid shift: 8.59 GHz
Soref-Bennett slope at -5 ps: 6.41e-21 cm3
Soref-Bennett slope at 0 ps: 4.34e-21 cm3
Soref-Bennett slope at 5 ps: 3.92e-21 cm3
Soref-Bennett/Drude slope at peak: 2.13
Gaussian-mode/flat-mode shift: 1.333
diffusion length in FWHM: 0.13 um
dispersion L*GVD/T0^2: 5.5e-05
heating index/carrier index: 0.012
pair density/band density Nc (300 K): 0.0021
single-valley/mean 1/mass, long axis: 0.281
single-valley/mean 1/mass, short axis: 1.36
excess energy per pair: 0.48 eV
optical field amplitude: 0.658 MV/cm
quiver energy: 0.5 meV
Keldysh parameter: 33
```
